\section*{Why classical magnetization vanishes and what order hbar squared leaves}

\section{Definitions and conventions}

Consider $N$ charges $q_j$ with masses $m_j$ in a static external magnetic field with vector potential $\mathbf A(\mathbf r)$. Their Hamiltonian is
\begin{equation}
H=\sum_{j=1}^{N}\frac{[\mathbf p_j-q_j\mathbf A(\mathbf r_j)]^2}{2m_j}+U(\mathbf r_1,\dots,\mathbf r_N).
\label{H}
\end{equation}
The potential energy $U$ contains the confinement and the interactions. It depends neither on velocities nor on the field, and it confines the charges well enough for the partition function $Z$ to be finite. There is no spin. The state is canonical equilibrium at temperature $T$, with weight $e^{-\beta H}$ and $\beta=1/kT$.

For a uniform field of strength $B$ along $z$, the mean magnetic moment along the field is
\begin{equation}
M=-\left\langle\frac{\partial H}{\partial B}\right\rangle .
\label{Mdef}
\end{equation}
To see that this is the usual moment, take the symmetric gauge $\mathbf A=\tfrac B2(-y,x,0)$ and write $\mathbf v_j=[\mathbf p_j-q_j\mathbf A(\mathbf r_j)]/m_j$ for the velocity. Differentiating the square in (\ref{H}) at fixed $\mathbf p_j$ gives
\begin{equation}
-\frac{\partial H}{\partial B}=\sum_j q_j\mathbf v_j\cdot\frac{\partial\mathbf A(\mathbf r_j)}{\partial B}
=\sum_j\frac{q_j}{2}(x_jv_{jy}-y_jv_{jx}),
\end{equation}
which is the moment of the circulating currents. Magnetization is moment per volume; for independent identical systems at fixed density it is proportional to $M$, so it is enough to study $M$.

The moment also follows from $Z$. Classically, differentiation under the integral brings down $-\beta\,\partial H/\partial B$. In quantum mechanics $Z=\mathrm{Tr}\,e^{-\beta H}$. The derivative of $H^n$ is a sum of $n$ products with $\partial H/\partial B$ in different places, and these have equal traces because a trace is cyclic. The result is the same in both cases:
\begin{equation}
\frac{\partial\ln Z}{\partial B}=-\beta\left\langle\frac{\partial H}{\partial B}\right\rangle
\quad\Longrightarrow\quad M=kT\,\frac{\partial\ln Z}{\partial B}.
\label{MZ}
\end{equation}

\section{The classical moment}

\subsection{Proof of the Bohr--van Leeuwen theorem}

Up to a constant $C$ that does not involve the field,
\begin{equation}
Z_{\rm cl}=C\int\prod_j d^3r_j\,d^3p_j\;e^{-\beta H}.
\end{equation}
At fixed positions, replace each $\mathbf p_j$ by the kinetic momentum $\boldsymbol\pi_j=\mathbf p_j-q_j\mathbf A(\mathbf r_j)$. This is a translation in momentum space, by an amount that depends on position alone, so its Jacobian is 1. Each momentum component runs from $-\infty$ to $\infty$, and a translation maps this range onto itself. Therefore
\begin{align}
Z_{\rm cl}&=C\int\prod_j d^3r_j\,e^{-\beta U}\prod_j\int d^3\pi_j\,e^{-\beta\pi_j^2/2m_j}\nonumber\\
&=C\prod_j(2\pi m_jkT)^{3/2}\int\prod_j d^3r_j\,e^{-\beta U}.
\label{Zcl}
\end{align}
The field has disappeared. By (\ref{MZ}), $M=0$ at every temperature and field strength. This is the Bohr--van Leeuwen theorem.

The same substitution gives a local statement. At fixed positions the weight is even in each $\boldsymbol\pi_j=m_j\mathbf v_j$, so the mean velocity is zero there. The mean current density
\begin{equation}
\mathbf j(\mathbf r)=\sum_j q_j\langle\mathbf v_j\,\delta(\mathbf r-\mathbf r_j)\rangle
\end{equation}
thus vanishes at every point, and this holds for a nonuniform static field too.

The physical reason is that the magnetic force is perpendicular to the velocity and does no work. Written in positions and velocities, the energy does not contain the field. The field bends the orbits, but the Boltzmann weight depends on energy and does not register the bending.

\subsection{What the proof needs}

The proof needs a range of $\mathbf p$ that translations map onto itself, as they do the infinite range. If each component of canonical momentum is cut off at $|p|\le1.5$, the range is no longer mapped onto itself, and at fixed position the weight is no longer even in velocity. In the numerical check, for one charge in the planar anharmonic well $U=\tfrac12x^2+\tfrac14y^4+0.3xy$ with $e=m=kT=B=1$, this cutoff, imposed in the symmetric gauge, produces a moment of $-0.189$; the value depends on the gauge, because the canonical momentum does. In the Landau gauge $\mathbf A=B(-y,0,0)$ the same cutoff gives $-0.288$ from (\ref{Mdef}). With the full range, the moment is zero to rounding error in two gauges.

Equilibrium must also be free of a constraint on rotation. Suppose a charge in an axially symmetric trap has the weight $e^{-\beta(H-\omega L_z)}$, with a nonzero $\omega$ for which this weight can be normalized, where
\begin{equation}
L_z=xp_y-yp_x=m(xv_y-yv_x)+\frac{qB}{2}r^2,\qquad r^2=x^2+y^2 .
\end{equation}
The velocity-dependent part of the exponent is then
\begin{equation}
\frac m2v^2-m\omega(xv_y-yv_x)=\frac m2(\mathbf v-\boldsymbol\omega\times\mathbf r)^2-\frac m2\omega^2r^2,
\end{equation}
with $\boldsymbol\omega$ along $z$. The mean velocity is $\boldsymbol\omega\times\mathbf r$. The charge rotates and carries a current, so the theorem does not apply.

\subsection{Where quantum mechanics differs}

For an electron, $q=-e$ with $e>0$, the kinetic momentum is $\boldsymbol\pi=\mathbf p+e\mathbf A$. From $[p_x,f]=-i\hbar\,\partial_xf$,
\begin{align}
[\pi_x,\pi_y]&=e[p_x,A_y]+e[A_x,p_y]\nonumber\\
&=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB .
\label{comm}
\end{align}
The classical integral needed nothing from the new variables except unit volume. The quantum trace depends on the commutators as well, and (\ref{comm}) shows that $\boldsymbol\pi$ cannot serve as a field-free momentum. The field remains in the problem, with $\hbar$ in front of it.

\section{The charged oscillator and the two parts of its moment}

Take one spinless electron with potential energy $\tfrac12m\omega_0^2r^2$ in the plane normal to the field. Motion along the field, if it is separately confined, multiplies $Z$ by a factor independent of $B$ and does not affect $M$. In the symmetric gauge $\nabla\cdot\mathbf A=0$, so $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p=\tfrac B2L_z$. With $A^2=B^2r^2/4$,
\begin{align}
H&=\frac{(\mathbf p+e\mathbf A)^2}{2m}+\frac{m\omega_0^2r^2}{2}\nonumber\\
&=\frac{p^2}{2m}+\frac{eB}{2m}L_z+\frac{e^2B^2}{8m}r^2+\frac{m\omega_0^2r^2}{2}\nonumber\\
&=\frac{p^2}{2m}+\frac{\omega_c}{2}L_z+\frac{m\Omega^2r^2}{2},
\label{Hosc}
\end{align}
where
\begin{equation}
\omega_c=\frac{eB}{m},\qquad \Omega^2=\omega_0^2+\frac{\omega_c^2}{4}.
\end{equation}
Differentiating the second line of (\ref{Hosc}) with respect to $B$ splits the moment into two parts:
\begin{equation}
M=M_L+M_r,\qquad M_L=-\frac{e}{2m}\langle L_z\rangle,\qquad M_r=-\frac{e^2B}{4m}\langle r^2\rangle .
\label{split}
\end{equation}

\subsection{Their classical weight}

By (\ref{Zcl}) the classical position distribution is proportional to $e^{-m\omega_0^2r^2/2kT}$. It contains $\omega_0$, not $\Omega$. Each coordinate has variance $kT/m\omega_0^2$, so $\langle r^2\rangle=2kT/m\omega_0^2$. For the electron $\mathbf p=m\mathbf v-e\mathbf A$, and the mean velocity at each position is zero. Hence
\begin{equation}
\langle L_z\rangle=-\frac{eB}{2}\langle r^2\rangle=-\frac{eBkT}{m\omega_0^2}.
\end{equation}
Insertion in (\ref{split}) gives
\begin{equation}
M_L^{\rm cl}=+\frac{e^2B\,kT}{2m^2\omega_0^2},\qquad
M_r^{\rm cl}=-\frac{e^2B\,kT}{2m^2\omega_0^2}.
\label{clparts}
\end{equation}
Each part grows linearly with temperature, because a hotter charge explores a wider area. Their sum is zero.

The parts have no separate physical meaning, since they depend on the gauge. In the Landau gauge $\mathbf A=B(-y,0,0)$ the moment operator is
\begin{equation}
-\frac{\partial}{\partial B}\frac{(p_x-eBy)^2}{2m}=\frac{e}{m}yp_x-\frac{e^2B}{m}y^2 .
\end{equation}
With $\langle y^2\rangle=kT/m\omega_0^2$, the classical quadratic part is now $-e^2BkT/m^2\omega_0^2$, twice that in (\ref{clparts}), and the other part compensates it.

The sum is independent of this choice in quantum mechanics as well. The Landau potential is the symmetric one plus $\nabla\chi$ with $\chi=-Bxy/2$. The unitary operator $e^{-ie\chi/\hbar}$ turns $\mathbf p$ into $\mathbf p+e\nabla\chi$ and so carries one Hamiltonian into the other. The spectra agree, hence so do $Z$ and, by (\ref{MZ}), $M$.

\section{The quantum moment as a difference of mode energies}

\subsection{Circular quanta}

Define $a_x=\sqrt{m\Omega/2\hbar}\,(x+ip_x/m\Omega)$, and $a_y$ likewise. Then
\begin{equation}
x=\sqrt{\frac{\hbar}{2m\Omega}}\,(a_x+a_x^\dagger),\qquad
p_x=i\sqrt{\frac{\hbar m\Omega}{2}}\,(a_x^\dagger-a_x).
\end{equation}
In $L_z=xp_y-yp_x$ the products $a_xa_y$ and $a_x^\dagger a_y^\dagger$ cancel, while the mixed products appear twice:
\begin{align}
L_z&=\frac{i\hbar}{2}\big[(a_x+a_x^\dagger)(a_y^\dagger-a_y)-(a_y+a_y^\dagger)(a_x^\dagger-a_x)\big]\nonumber\\
&=i\hbar(a_y^\dagger a_x-a_x^\dagger a_y).
\end{align}
Now let $a_\pm=(a_x\mp ia_y)/\sqrt2$. These obey $[a_\pm,a_\pm^\dagger]=1$ and $[a_+,a_-^\dagger]=\tfrac12(1+i^2)=0$, so they describe independent modes. Their number operators are
\begin{equation}
n_\pm=a_\pm^\dagger a_\pm=\tfrac12\big[n_x+n_y\pm i(a_y^\dagger a_x-a_x^\dagger a_y)\big].
\end{equation}
It follows that $n_++n_-=n_x+n_y$ and $L_z=\hbar(n_+-n_-)$. The Hamiltonian (\ref{Hosc}) becomes
\begin{align}
H&=\hbar\Omega(n_++n_-+1)+\tfrac12\hbar\omega_c(n_+-n_-)\nonumber\\
&=\hbar\omega_+(n_++\tfrac12)+\hbar\omega_-(n_-+\tfrac12),
\qquad \omega_\pm=\Omega\pm\frac{\omega_c}{2}.
\end{align}
Both frequencies are positive, since $\omega_+\omega_-=\Omega^2-\omega_c^2/4=\omega_0^2$.

\subsection{Thermal averages}

Let $x_\pm=\hbar\omega_\pm/2kT$. The partition function of one mode is the geometric sum
\begin{equation}
Z_\pm=\sum_{n=0}^\infty e^{-2x_\pm(n+1/2)}=\frac{1}{2\sinh x_\pm},
\end{equation}
and therefore
\begin{equation}
c_\pm\equiv\langle n_\pm+\tfrac12\rangle=-\frac12\frac{d\ln Z_\pm}{dx_\pm}=\frac12\coth x_\pm .
\end{equation}
The operator $r^2$ contains $a_x^2+a_y^2=2a_+a_-$ and its adjoint. These change the quantum numbers and have zero thermal mean. The remaining terms give
\begin{equation}
\langle r^2\rangle=\frac{\hbar}{2m\Omega}\,2\langle n_x+n_y+1\rangle=\frac{\hbar}{m\Omega}(c_++c_-).
\end{equation}
The two parts of the moment are thus
\begin{equation}
M_L=-\frac{e\hbar}{2m}(c_+-c_-),\qquad
M_r=-\frac{e\hbar}{2m}\,\frac{\omega_c}{2\Omega}(c_++c_-).
\label{qparts}
\end{equation}
In their sum, $c_+$ is multiplied by $1+\omega_c/2\Omega=\omega_+/\Omega$ and $-c_-$ by $1-\omega_c/2\Omega=\omega_-/\Omega$. With the mean mode energies $E_\pm=\hbar\omega_\pm c_\pm$,
\begin{equation}
M=-\frac{e}{2m\Omega}(E_+-E_-),\qquad E_\pm=\frac{\hbar\omega_\pm}{2}\coth\frac{\hbar\omega_\pm}{2kT}.
\label{Mdiff}
\end{equation}

This formula shows why the classical moment of the oscillator vanishes. The two modes circulate in opposite senses, and their contributions to $M$ are proportional to their energies with the same factor and opposite signs. As $\hbar\to0$, $\coth x_\pm\to1/x_\pm$ and both energies tend to $kT$. Classical equipartition gives the two modes equal energy although their frequencies differ, and the moment is zero. The quantum moment of the oscillator measures how unequally the two modes depart from equipartition.

At the other end, $T\to0$, the modes keep their zero-point energies $\hbar\omega_\pm/2$, which differ by $\hbar\omega_c/2$. The moment tends to a finite value,
\begin{equation}
M\to-\frac{e\hbar}{2m}\,\frac{\omega_c}{2\Omega}.
\label{M0}
\end{equation}
Here $c_+=c_-=\tfrac12$, so $M_L$ vanishes and the whole moment comes from $M_r$.

\section{The remainder of order $\hbar^2$}

\subsection{Leading term, part by part}

For small $x$, write $x\coth x=1+ax^2+bx^4+\dots$ and multiply by $\sinh x/x$:
\begin{equation}
(1+ax^2+bx^4)\Big(1+\frac{x^2}{6}+\frac{x^4}{120}\Big)=1+\frac{x^2}{2}+\frac{x^4}{24}+\dots
\end{equation}
The $x^2$ terms give $a=\tfrac12-\tfrac16=\tfrac13$. The $x^4$ terms give $b=\tfrac1{24}-\tfrac1{18}-\tfrac1{120}=-\tfrac1{45}$. To the order needed here,
\begin{equation}
c_\pm=\frac{x_\pm\coth x_\pm}{2x_\pm}\simeq\frac{kT}{\hbar\omega_\pm}+\frac{\hbar\omega_\pm}{12kT}.
\label{cexp}
\end{equation}
The first term of (\ref{cexp}) reproduces the classical parts (\ref{clparts}), since $1/\omega_+-1/\omega_-=-\omega_c/\omega_0^2$ and $1/\omega_++1/\omega_-=2\Omega/\omega_0^2$. The second term uses $\omega_+-\omega_-=\omega_c$ and $\omega_++\omega_-=2\Omega$, and yields
\begin{equation}
M_L-M_L^{\rm cl}\simeq-\frac{e\hbar^2\omega_c}{24mkT},\qquad
M_r-M_r^{\rm cl}\simeq-\frac{e\hbar^2\omega_c}{24mkT}.
\label{halves}
\end{equation}
In the symmetric gauge the two parts supply equal halves of the remainder. The classical terms cancel and the corrections add:
\begin{equation}
M\simeq M_{\rm law}=-\frac{e\hbar^2\omega_c}{12mkT}=-\frac{\hbar^2e^2B}{12m^2kT}.
\label{law}
\end{equation}
The sign is diamagnetic. The oscillator frequency governs the size of the cancelling classical parts but has dropped out of the leading remainder.

\subsection{Bounds at every temperature}

A truncated expansion does not say how large the omitted terms are. A series valid for all $x$ does. On $-1\le s\le1$ expand $\cosh(xs)$ in the functions $\cos(n\pi s)$. The mean value is $\sinh x/x$. Call the other coefficients $I_n$; two integrations by parts give
\begin{equation}
I_n=\int_{-1}^{1}\cosh(xs)\cos(n\pi s)\,ds=\frac{2(-1)^n\sinh x}{x}-\frac{n^2\pi^2}{x^2}I_n,
\end{equation}
so $I_n=2(-1)^nx\sinh x/(x^2+n^2\pi^2)$. The periodic continuation is continuous and piecewise smooth, so the series may be used at $s=1$, where $\cos n\pi=(-1)^n$. Multiplication by $x/\sinh x$ gives
\begin{equation}
x\coth x=1+2\sum_{n=1}^\infty\frac{x^2}{x^2+n^2\pi^2}.
\label{mittag}
\end{equation}
Comparison with $1+x^2/3-x^4/45$ at small $x$ yields $\sum1/(n\pi)^2=\tfrac16$ and $\sum1/(n\pi)^4=\tfrac1{90}$.

Since $E_\pm=kT\,x_\pm\coth x_\pm$, subtracting (\ref{mittag}) for the two modes gives
\begin{equation}
E_+-E_-=2kT(x_+^2-x_-^2)\,S,\qquad
S=\sum_{n=1}^\infty\frac{n^2\pi^2}{(x_+^2+n^2\pi^2)(x_-^2+n^2\pi^2)}.
\end{equation}
Here $\omega_+^2-\omega_-^2=2\Omega\omega_c$, so $x_+^2-x_-^2=\hbar^2\Omega\omega_c/2k^2T^2$, and (\ref{Mdiff}) becomes
\begin{equation}
M=-\frac{e\hbar^2\omega_c}{2mkT}\,S .
\end{equation}
Put $u=x_+^2/n^2\pi^2$ and $v=x_-^2/n^2\pi^2$. Each term of $S$ is $1/n^2\pi^2$ times $1/[(1+u)(1+v)]$. This factor is at most 1. It is at least $1-u-v$, because
\begin{equation}
(1+u)(1+v)(1-u-v)=1-u^2-uv-v^2-uv(u+v)\le1 .
\end{equation}
Summing over $n$, and using $\omega_+^2+\omega_-^2=2\Omega^2+\omega_c^2/2=2\omega_0^2+\omega_c^2$, gives
\begin{equation}
1-\delta\le\frac{M}{M_{\rm law}}\le1,\qquad
\delta=\frac{x_+^2+x_-^2}{15}=\frac{\hbar^2(2\omega_0^2+\omega_c^2)}{60k^2T^2}.
\label{bound}
\end{equation}
At fixed $B$ and $\omega_0$, $\delta\to0$ as $T$ rises, so $M$ vanishes as $1/T$ with (\ref{law}) as its leading term. What the lower bound omits is quadratic in $u$ and $v$, so $-\delta$ is the next relative correction. Since $x_-\le x_+$, $\delta$ is at most $(\hbar\omega_+/kT)^2/30$, so at $kT=\hbar\omega_+$ the moment already lies within $1/30$ of the law, relative to the law. The law fails when $kT$ falls well below $\hbar\omega_+$, whether through low temperature, a stiff trap or a strong field: the $n=1$ term carries the fraction $6/\pi^2$ of the limiting sum $\tfrac16$, its factor is at most $1/(1+u)$, and it is therefore at least halved once $x_+\ge\pi$, that is $kT\le\hbar\omega_+/2\pi$.

Level sums with $e=m=kT=\omega_0=1$ and $B=0.5$ show the power of $\hbar$. Doubling $\hbar$ from 0.1 to 0.2 changes $M$ from $-4.165\times10^{-4}$ to $-1.664\times10^{-3}$, an effective power of 1.998. The small shortfall from 2 is due to $\delta$, which is larger at the larger $\hbar$.

\subsection{The part left out: spin}

Spin is outside the model, but its weight is easily found. Let a spin one-half have energies $\pm\mu_BB$, with $\mu_B=e\hbar/2m$. Then $Z_s=2\cosh(\mu_BB/kT)$, and (\ref{MZ}) gives $M_s=\mu_B\tanh(\mu_BB/kT)\simeq\hbar^2e^2B/4m^2kT$ at high temperature. It is also of order $\hbar^2$ at fixed $e$ and $m$, opposite in sign to (\ref{law}) and three times as large. The factor 3 assumes $g=2$ and the same mass in the orbital and spin moments. If the orbital motion has an isotropic band mass $m^*$ and the spin energies are $\pm\tfrac g2\,e\hbar B/2m_e$, the ratio of magnitudes is $3(gm^*/2m_e)^2$, and for a light carrier the orbital term can dominate. It too vanishes as $T$ rises.

\section{Weighing the parts in numbers}

Choose round model parameters for one spinless electron with the free-electron mass: $\hbar\omega_0=2$ meV and $B=10$ T. They illustrate the model and do not describe a particular material: in a semiconductor the band mass would set $\omega_c$, and the results hold for one electron per trap, not for a degenerate electron gas. Then $\hbar\omega_c=1.1577$ meV, and
\begin{equation}
\hbar\Omega=\sqrt{2^2+1.1577^2/4}\ \text{meV}=2.0821\ \text{meV},
\end{equation}
so that $\hbar\omega_\pm=2.0821\pm0.5788$ meV, or 2.6609 and 1.5032 meV. The moments, in units of $\mu_B$, are as follows.

\begin{center}
\begin{tabular}{rrrrr}
$T$ (K) & $M_L$ & $M_r$ & $M$ & $M_{\rm law}$\\
2 & 0.0002 & $-0.2781$ & $-0.2779$ & $-1.1195$\\
10 & 0.1640 & $-0.3502$ & $-0.1862$ & $-0.2239$\\
30 & 0.7121 & $-0.7850$ & $-0.0729$ & $-0.0746$\\
100 & 2.4829 & $-2.5052$ & $-0.0223$ & $-0.0224$\\
300 & 7.4783 & $-7.4858$ & $-0.0075$ & $-0.0075$
\end{tabular}
\end{center}

At 300 K, $kT=25.852$ meV. In units of $\mu_B$, the classical parts (\ref{clparts}) have magnitude
\begin{equation}
\frac{\hbar\omega_c\,kT}{(\hbar\omega_0)^2}=\frac{1.1577\times25.852}{4}=7.482 .
\end{equation}
Both $M_L$ and $M_r$ lie below their classical values by 0.0037, the equal halves of (\ref{halves}). The mode energies are 25.87482 and 25.85928 meV. From their difference and from the law,
\begin{equation}
\frac{M}{\mu_B}=-\frac{0.01554}{2.0821}=-0.00746,\qquad
\frac{M_{\rm law}}{\mu_B}=-\frac{1.1577}{6\times25.852}=-0.00746 .
\end{equation}
The net moment, $-6.92\times10^{-26}$ J/T, is about a thousandth of either part. Relative to the law, the exact moment is smaller by $2.3\times10^{-4}$, in agreement with $\delta$.

At 2 K the two parts no longer nearly cancel. Here $kT=0.172$ meV is far below both mode quanta, $M_L$ is nearly zero, and $M_r$ carries the moment, which is close to the limit $-0.2780\,\mu_B$ from (\ref{M0}). The law overestimates the magnitude fourfold. The lower bound on $M/M_{\rm law}$ is then negative and carries no information, while the upper bound still holds. By 30 K the exact moment is within 2.3\% of the law, relative to the law.

\section*{Numbers as computed}
\begin{verbatim}
CLASSICAL TEST, anharmonic well, e=m=kT=1, B=1
Z(B)/Z(0) - 1, symmetric gauge: -3.3e-16
Z(B)/Z(0) - 1, Landau gauge: 0.0e+00
moment, symmetric gauge: -1.4e-16
moment, Landau gauge: -1.1e-16
moment with each |p| component <= 1.5: -0.1894
CLASSICAL OSCILLATOR, e=m=kT=w0=B=1
L_z part 0.500000, r^2 part -0.500000
E_plus 1.000000, E_minus 1.000000
QUANTUM LEVEL SUMS, e=m=kT=w0=1, B=0.5
M at hbar=0.1: -4.165105e-04
M at hbar=0.2: -1.664171e-03
power of hbar between them: 1.9984
EXAMPLE: spinless electron in planar oscillator
B = 10.0 T, hbar w0 = 2.0000 meV
hbar wc = 1.15768 meV, hbar Omega = 2.08208 meV
hbar w_plus = 2.66092 meV, hbar w_minus = 1.50324 meV
M at T -> 0: -0.278010 muB
T = 2 K: kT = 0.17235 meV
  E_plus 1.33046, E_minus 0.75187 meV
  L_z part 0.000163, r^2 part -0.278055 muB
  M exact -0.277892, hbar^2 law -1.119523 muB
  exact/law 0.248224, lower bound -4.240827
T = 10 K: kT = 0.86173 meV
  E_plus 1.45759, E_minus 1.06992 meV
  L_z part 0.163966, r^2 part -0.350159 muB
  M exact -0.186193, hbar^2 law -0.223905 muB
  exact/law 0.831574, lower bound 0.790367
T = 30 K: kT = 2.58520 meV
  E_plus 2.80951, E_minus 2.65763 meV
  L_z part 0.712095, r^2 part -0.785038 muB
  M exact -0.072942, hbar^2 law -0.074635 muB
  exact/law 0.977324, lower bound 0.976707
T = 100 K: kT = 8.61733 meV
  E_plus 8.68570, E_minus 8.63917 meV
  L_z part 2.482859, r^2 part -2.505203 muB
  M exact -0.022344, hbar^2 law -0.022390 muB
  exact/law 0.997909, lower bound 0.997904
T = 300 K: kT = 25.85200 meV
  E_plus 25.87482, E_minus 25.85928 meV
  L_z part 7.478332, r^2 part -7.485793 muB
  M exact -0.007462, hbar^2 law -0.007463 muB
  exact/law 0.999767, lower bound 0.999767
classical L_z part at 300 K: 7.482062 muB
M exact at 300 K: -6.92003e-26 J/T
hbar^2 law at 300 K: -6.92165e-26 J/T
\end{verbatim}
